# Wigner-Seitz Defect Counts: Exact Balance and Failure Under Crystal Drift

## Result

Take a periodic cell with $M$ fixed reference sites and $N$ atoms. Assign every atom to its nearest site, and let $n_s$ be the number of atoms assigned to site $s$. The counts of vacancies and interstitials,

$$V=\sum_s\max(1-n_s,0),\qquad I=\sum_s\max(n_s-1,0),$$

satisfy, for every configuration,

$$V-I=M-N. \tag{1}$$

With as many atoms as sites, $V=I$. This balance does not show that the counts are right. If the crystal has drifted by $d$ along [111] relative to the sites of a bcc lattice, independent isotropic Gaussian displacements, small against $b$, create for $0\le d\le b$ false vacancies on an average fraction of sites

$$\frac{\langle V\rangle}{M}\simeq p(1-p),\qquad p=Q\!\left(\frac{b/2-d}{\sigma}\right), \tag{2}$$

each matched by a false interstitial. Here $b$ is the nearest-neighbour distance, $\sigma$ the standard deviation of each displacement component, and $Q(x)$ the probability that a standard normal variable exceeds $x$. The fraction reaches $1/4$ at $d=b/2$. The cure is to measure the drift from the atomic positions and subtract it before assigning atoms.

Lengths are in bohr and other quantities in Hartree atomic units, with conversions for the main times. The example is a model bcc crystal with cubic lattice constant $a=6$ bohr, so that $b=\sqrt3a/2=5.196$ bohr, and $\sigma=0.20$ bohr.

## The naive scheme and its balance

The naive scheme keeps the sites $\mathbf R_s$ of the crystal before the cascade and assigns atom $i$ to the site with the smallest minimum-image distance $|\mathbf r_i-\mathbf R_s|$. Ties occupy zero volume and can be broken by any fixed rule. Every atom then has one site, so

$$\sum_s n_s=N.$$

For any integer $n$,

$$n-1=\max(n-1,0)-\max(1-n,0).$$

If $n\ge1$, the second term vanishes and the first is $n-1$. If $n=0$, the first vanishes and the second contributes $-1$. Summing over sites gives $N-M$ on the left and $I-V$ on the right, which is (1).

The proof uses two facts: the number of sites is fixed, and each atom is counted once. Adding one implanted ion to a perfect cell gives $I-V=1$, and losing an atom through a surface changes the difference by one the other way. If a distance cutoff leaves $N_u$ atoms unassigned, then $\sum_s n_s=N-N_u$ and the balance becomes $V-I=M-N+N_u$.

The definition of $I$ also matters. It counts excess atoms: a triply occupied site contributes two. Counting multiply occupied sites would give one and break the balance. A uniform random gas of 1024 atoms on 1024 sites shows the difference: it gave $V=376$ and $I=376$, but 268 multiply occupied sites. With 1019 atoms the counts were 376 and 371, and with 1031 atoms 380 and 387. The differences are $5$ and $-7$, as (1) requires.

The gas also shows what the balance cannot do. It has no crystal order, yet it balances. Nothing in the proof used the rule "nearest", so any rule giving each atom one site would balance too. Equation (1) is a good check on bookkeeping and no check on whether the reference sites lie where the crystal is.

## Why drift alone can be harmless

Suppose first that the crystal is perfect and cold, with one atom per primitive cell, and that all atoms move by the same vector $\mathbf d$. The distance from atom $i$ to site $s$ is

$$|\mathbf R_i+\mathbf d-\mathbf R_s|=|\mathbf d-(\mathbf R_s-\mathbf R_i)|.$$

In a Bravais lattice $\mathbf R_s-\mathbf R_i$ runs over all lattice vectors, whichever atom is chosen. Every atom therefore picks the same lattice vector $\mathbf T(\mathbf d)$, the one nearest to $\mathbf d$, and lands on $\mathbf R_i+\mathbf T(\mathbf d)$. This permutes the sites. All occupancies stay at one, and no false defect appears at any drift away from ties.

The same reasoning covers a damaged or hot crystal shifted by a full lattice vector $\mathbf T$. Each atom's nearest site shifts by $\mathbf T$, so the occupancy pattern is carried along rigidly. The counts are unchanged, but every defect is reported on a site displaced by $\mathbf T$ from the one it had in the unshifted crystal.

The argument needs only that the sites, regardless of species, form a Bravais lattice, so it also covers the rocksalt and CsCl structures. When the sites do not form a Bravais lattice, the cold argument fails, because $\mathbf R_s-\mathbf R_i$ runs over different sets of vectors for different atoms. In diamond, let the bond from sublattice A to sublattice B be $\boldsymbol\tau=(a/4)(1,1,1)$, and shift all atoms by $0.6\,\boldsymbol\tau$. An A atom is now $0.4|\boldsymbol\tau|$ from the B site ahead and $0.6|\boldsymbol\tau|$ from its own, so it changes site. A B atom moves into the open space beyond its site. It is $0.6|\boldsymbol\tau|=0.26a$ from home, while the nearest other site is $0.42a$ away, so it stays. All A sites are empty and all B sites are doubly occupied: $V/M=1/2$ at zero temperature. At a shift of $0.4\,\boldsymbol\tau$ the count is zero.

## How thermal motion turns drift into defects

In a bcc crystal, failure needs displacements that differ between atoms. Write $\mathbf r_i=\mathbf R_i+\mathbf d+\mathbf u_i$, and first take the $\mathbf u_i$ as independent and identically distributed. Let $q_{\mathbf T}$ be the probability that an atom is assigned to the site a lattice vector $\mathbf T$ away from its home. A site is vacant when no atom lands on it. The atom that could reach it by a jump $\mathbf T$ fails to do so with probability $1-q_{\mathbf T}$, and independence lets these factors multiply:

$$\frac{\langle V\rangle}{M}=\prod_{\mathbf T}(1-q_{\mathbf T}),\qquad \sum_{\mathbf T}q_{\mathbf T}=1. \tag{3}$$

The line $1-q$ is the tangent to the convex function $e^{-q}$ at $q=0$, so $1-q\le e^{-q}$. The product is therefore at most $e^{-1}$. For independent atoms, drift cannot make the average false fraction larger than $1/e=0.368$. The gas comes close to this bound: there all $q_{\mathbf T}=1/M$, and $(1-1/M)^M=0.3677$ for $M=1024$, against a sampled 0.3696.

Now let the drift be along $\mathbf e=(1,1,1)/\sqrt3$, with $0\le d\le b$. The plane separating an atom's home from the site ahead lies at distance $b/2=2.598$ bohr. The atom crosses it if $d+\mathbf e\cdot\mathbf u>b/2$. For an isotropic Gaussian, $\mathbf e\cdot\mathbf u$ has standard deviation $\sigma$, so the crossing probability is the $p$ of (2).

Other cells can be neglected when $\sigma$ is small, except very near $d=0$ and $d=b$. There all eight nearest-neighbour faces are about equally far away, and the fraction is up to eight times that of (2), but it is then negligibly small. At the face centre $(a/4)(1,1,1)$, the closest dividing plane between home and any third site is $x=a/2$. Reaching it takes a displacement of $a/4=1.5$ bohr, or $7.5\sigma$. Thus $q_{\mathbf 0}=1-p$ and $q_{b\mathbf e}=p$, and (3) gives

$$[1-(1-p)]\,[1-p]=p(1-p).$$

The two factors have a direct meaning: the site's own atom has left, and the atom behind has not arrived.

Since $Q(-x)=1-Q(x)$, the result is symmetric about $d=b/2$. It is largest at $p=1/2$, where it equals $1/4$. Cooling the crystal narrows the dangerous range of drift, whose width is proportional to $\sigma$, but does not lower this peak. The limit $\sigma\to0$ at fixed $d\ne b/2$ gives zero, in agreement with the cold crystal.

Sampling agrees with the formula: at $d=2.4$ bohr the fraction is 0.134 against a predicted 0.135, and at $d=b/2$ it is 0.251 against 0.250.

Drift in another direction can be worse. The point $(a/2,a/4,0)$ is a vertex of the bcc cell, equally far from the sites $(0,0,0)$, $(a,0,0)$ and $(a/2,a/2,\pm a/2)$. Reflections exchange the members of each pair. A quarter turn about the line through the vertex parallel to $y$, followed by the reflection $y\to a/2-y$, exchanges the pairs. An isotropic Gaussian respects these operations, so all four probabilities are $1/4$, and (3) gives $(3/4)^4=0.316$. Sampling gives 0.318.

Errors begin before the face is reached. The drift at which one false pair is expected solves

$$M\,p(1-p)=1.$$

For large $M$ the solution has $p\approx1/M$, so a larger cell fails at a smaller drift. For $M=1024$ it is $d=1.98$ bohr, where sampling gives 0.94 pairs on average.

## Correlated neighbours

Atoms in a real crystal do not move independently. Consider Gaussian displacements at $d=b/2$, again with two relevant cells. Let $x$ be the [111] displacement of a site's own atom and $y$ that of the atom behind it, both divided by their common standard deviation, with correlation $\rho$. The site is empty if $x>0$ and $y<0$. Write

$$x=g_1,\qquad y=\rho g_1+\sqrt{1-\rho^2}\,g_2,$$

with $g_1,g_2$ independent standard normal variables. Their joint distribution is isotropic in the plane, so the probability of a wedge is its opening angle divided by $2\pi$.

The conditions involve the unit vectors $\mathbf n_1=(1,0)$ and $\mathbf n_2=(\rho,\sqrt{1-\rho^2})$, which enclose the angle $\arccos\rho$. The half-planes $\mathbf n_1\cdot\mathbf g>0$ and $-\mathbf n_2\cdot\mathbf g>0$ have normals at angle $\pi-\arccos\rho$, and two half-planes overlap in a wedge of $\pi$ minus the angle between their normals. The wedge therefore opens by $\arccos\rho$, and

$$\frac{\langle V\rangle}{M}=\frac{\arccos\rho}{2\pi}=\frac14-\frac{\arcsin\rho}{2\pi}. \tag{4}$$

For $\rho=0$ this returns $1/4$. For $\rho\to1$ neighbours cross together and the false defects vanish, as under rigid drift.

A harmonic bcc crystal of 128 atoms, with central springs to first and second neighbours, gives $\rho=0.267$. Equation (4) then predicts 0.207, and thermal sampling gives 0.208. Correlation reduces the error here but does not remove it. With the chosen springs, $\sigma=0.20$ bohr corresponds in this cell to a classical temperature of about 1150 K. Both numbers depend on cell size, because larger cells admit longer waves that move neighbours together: with the same springs $\rho$ is 0.33 for 1024 atoms and 0.38 for 65536 atoms, where (4) gives 0.19.

## Where the drift comes from

A cascade starts when one atom receives a recoil energy $E$. If its mass is $m$, its speed is $v_0=\sqrt{2E/m}$ and its momentum is $mv_0$. In a periodic cell the potential energy does not change when all atoms move together, so the internal forces sum to zero. Without a thermostat, friction or fixed atoms this momentum therefore remains. For $N$ atoms of equal mass, $NmV_{\rm cm}=mv_0$, hence

$$V_{\rm cm}=\frac{1}{N}\sqrt{\frac{2E}{m}},\qquad t_{\rm face}=\frac{N\,b/2}{\sqrt{2E/m}}. \tag{5}$$

The second relation holds for a recoil along [111], with the lattice moving at the centre-of-mass velocity.

The harmonic crystal isolates the effect, because its bonds cannot break and its true defect count is zero. With $m=5\times10^4$ and a kick of $E=0.05$ hartree along [111], $v_0=\sqrt{0.10/(5\times10^4)}=1.414\times10^{-3}$. The face is reached after

$$t_{\rm face}=\frac{128\times2.598}{1.414\times10^{-3}}=2.35\times10^5\ \text{a.u.}=5.69\ \text{ps}.$$

Integrating the motion gives a centre-of-mass shift of 2.598 bohr at that time, as predicted. The naive count is $V=I=0$ at half this time and, with the time step used, $V=I=9$ at the end. All nine pairs are false, and they balance.

The number nine itself should not be read closely, or compared with the thermal fraction 0.207. At that instant many atoms lie near a dividing plane, so the count changes with the integration time step and from one moment to the next. What the run shows is that false pairs appear although no bond can break.

For a recoil of 200 hartree, or 5.44 keV, in 250000 atoms of the same mass, $v_0=0.0894$ and $V_{\rm cm}=3.58\times10^{-7}$. With $\sigma=0.20$ bohr and independent displacements, one false pair is expected at a drift of 1.705 bohr:

$$t=\frac{1.705}{3.578\times10^{-7}}=4.77\times10^6\ \text{a.u.}\approx115\ \text{ps}.$$

The face is reached at about 176 ps. A short cascade run may thus end before the error appears, while a longer run continued from it with the momentum kept meets the error and shows an apparent burst of new defects. A thermostat that applies friction with relaxation time $\tau_f$ to every atom damps this steady drift. If its random forces are independent and not made to sum to zero, however, the centre of mass diffuses instead, with mean-square displacement per component near $2k_BT\tau_f t/(Nm)$ for $t\gg\tau_f$. At 1150 K and $\tau_f=1$ ps this is about 0.34 bohr in 115 ps for 250000 atoms, but about 3 bohr in 5.7 ps for 128 atoms, more than the face distance.

## Measuring and removing the drift

One remedy is to subtract the centre-of-mass displacement. Let $\mathbf L_i$ be the lattice vector by which atom $i$ has been transported from its original site relative to the crystal, and let $\mathbf u_i$ be its remaining displacement. Averaging $\mathbf r_i-\mathbf r_i(0)$ for a crystal that started on its sites, with coordinates followed across the cell boundaries, gives

$$\Delta\mathbf R_{\rm cm}=\mathbf d+\frac1N\sum_i\mathbf L_i+\frac1N\sum_i\mathbf u_i.$$

The middle term is a bias from defect transport. Even if the total momentum is set to zero, so that the left side vanishes, the lattice can shift to compensate for transported atoms.

A measurement that ignores atomic labels avoids this bias. Choose primitive lattice vectors $\mathbf a_j$ and reciprocal vectors $\mathbf G_k$ with $\mathbf a_j\cdot\mathbf G_k=2\pi\delta_{jk}$. With the origin on a site, $e^{i\mathbf G_k\cdot\mathbf R_s}=1$ at every bcc site, so

$$S_k=\frac1N\sum_i e^{i\mathbf G_k\cdot\mathbf r_i}
=e^{i\mathbf G_k\cdot\mathbf d}\,\frac1N\sum_i e^{i\mathbf G_k\cdot\mathbf u_i}.$$

Transport has disappeared, because $\mathbf L_i$ is a lattice vector. For Gaussian displacements the last average tends to $e^{-G_k^2\sigma^2/2}$, which is real and positive. The phase $\varphi_k=\arg S_k$ therefore equals $\mathbf G_k\cdot\mathbf d$ up to a multiple of $2\pi$, apart from sampling noise. The estimate is

$$\mathbf d_{\rm est}=\frac1{2\pi}\sum_j\varphi_j\,\mathbf a_j. \tag{6}$$

Indeed $\mathbf G_k\cdot\mathbf d_{\rm est}=\varphi_k$, so $\mathbf G_k\cdot(\mathbf d-\mathbf d_{\rm est})=2\pi m_k$ with integer $m_k$, and $\mathbf d-\mathbf d_{\rm est}=\sum_k m_k\mathbf a_k$. The unknown part is a lattice vector, which leaves the counts unchanged.

The corrected scheme for each frame is:

1. Compute the three phases and $\mathbf d_{\rm est}$.
2. Replace $\mathbf r_i$ by $\mathbf r_i-\mathbf d_{\rm est}$, assign atoms to sites, and form $n_s$, $V$ and $I$.
3. Check (1) to detect lost atoms or faulty bookkeeping.
4. If defect positions relative to the original crystal are needed, then before step 2 add to $\mathbf d_{\rm est}$ the lattice vector that brings it closest to the previous frame's drift. Frames must be close enough in time for this choice to be unambiguous.

On the kicked crystal, the corrected count was zero in every frame analysed.

## A damaged crystal

A stricter trial has defects planted by hand, so that their true number is known. In a crystal of 1024 sites, 12 atoms were removed from their sites and placed at 12 others, each of which then held a split pair of atoms 1.2 bohr either side of the site along [110]. Thermal displacements were added and the whole crystal was shifted along [111]. In every row $V=I$, so one number serves for both.

| Drift (bohr) | Naive | Corrected |
|---|---|---|
| 0 | 12 | 12 |
| 1.8 | 13 | 12 |
| 2.2 | 38 | 12 |
| 2.4 | 149 | 12 |
| 2.598 | 263 | 12 |
| 3.0 | 20 | 12 |
| 5.196 | 12 | 12 |

At the face the naive count is about 22 times the true one. Equation (2) gives $1024/4=256$ false pairs for a perfect crystal, which accounts for the size of the peak. The naive column is not symmetric about $b/2$: it has 38 at 2.2 bohr but 20 at 3.0 bohr. Equation (2) gives an average of about 23 and 22 false pairs at these drifts, in addition to the 12 true ones. The table shows a single snapshot, in which atoms from opposite tails of the displacement distribution make the false pairs on the two sides of $b/2$. The two counts therefore fluctuate separately, and the 20 is an unusually low draw.

In the last row the drift is $b$ and the naive count is right again. The 12 reported sites are indeed empty in the box, but none of them is a site from which an atom was removed: the crystal has carried each vacancy along by one neighbour vector. Read as motion relative to the crystal, this would be a false migration of every defect.

At zero drift, the phase estimate was wrong by 0.013 bohr and the centre-of-mass estimate by 0.126 bohr. Both are small against the face distance here, but the second contains the transport bias and can grow as atoms mix.

## Limits of the correction

Equation (6) removes a uniform translation when the origin lies on a site and there is one site per primitive cell. Otherwise the phases must be measured relative to those of the same sum taken over the reference sites, using vectors $\mathbf G_k$ for which that sum does not vanish. In diamond, $\mathbf G_k\cdot\boldsymbol\tau=\pi/2$, so (6) as written returns $\boldsymbol\tau/2$ at zero drift, and subtracting it would move one sublattice onto a dividing plane and create false defects. The correction has further limits. It cannot remove a rotation, or a strain that shifts different regions by different amounts; the reference must then be deformed as well. It also needs crystal order: as $\sigma$ grows, $e^{-G^2\sigma^2/2}$ falls, and once it is comparable with the random sum of order $1/\sqrt N$ the phase has no meaning. A molten cascade core is tolerable if the surrounding crystal dominates $S_k$, but a fully molten cell is not. In that case $V$ and $I$ still balance, but they no longer count defects. The computed values are collected in the numerical output below.

## Calculated quantities

```
lattice constant a = 6.000 bohr, sigma = 0.200 bohr
neighbour distance b = 5.1962 bohr, face distance b/2 = 2.5981 bohr
gas, sites 1024, atoms 1019: V=376 I=371 multiply occupied sites=261
gas, sites 1024, atoms 1024: V=376 I=376 multiply occupied sites=268
gas, sites 1024, atoms 1031: V=380 I=387 multiply occupied sites=276
gas vacancy fraction: sampled 0.3696, formula 0.3677, 1/e = 0.3679
cold diamond, drift 0.4 bond: V/M = 0.000
cold diamond, drift 0.6 bond: V/M = 0.500
drift 2.2000 bohr: false V/M sampled 0.0217, p(1-p) = 0.0227
drift 2.4000 bohr: false V/M sampled 0.1335, p(1-p) = 0.1351
drift 2.5981 bohr: false V/M sampled 0.2513, p(1-p) = 0.2500
drift 2.8000 bohr: false V/M sampled 0.1339, p(1-p) = 0.1319
drift to cell vertex: V/M sampled 0.3179, (3/4)^4 = 0.3164
onset drift for 1024 sites = 1.9787 bohr, sampled mean false pairs = 0.937
planted pairs = 12, half splitting = 1.20 bohr
drift error at zero drift: centre of mass 0.1256 bohr, phase method 0.0133 bohr
damaged, drift 0.0000 bohr: raw V=12 I=12, corrected V=12 I=12
damaged, drift 1.8000 bohr: raw V=13 I=13, corrected V=12 I=12
damaged, drift 2.2000 bohr: raw V=38 I=38, corrected V=12 I=12
damaged, drift 2.4000 bohr: raw V=149 I=149, corrected V=12 I=12
damaged, drift 2.5981 bohr: raw V=263 I=263, corrected V=12 I=12
damaged, drift 3.0000 bohr: raw V=20 I=20, corrected V=12 I=12
damaged, drift 5.1962 bohr: raw V=12 I=12, corrected V=12 I=12
at drift b: vacant sites reported that are not truly vacant = 12
spring model: atoms 128, mass 50000 m_e, k1 = 0.030, k2 = 0.020 hartree/bohr^2
temperature for this sigma = 1154 K, kT = 0.00365 hartree
neighbour correlation rho = 0.2672; V/M at b/2: sampled 0.2079, formula 0.2069
kick energy = 0.050 hartree, speed = 1.4142e-03 a.u.
time to reach face = 2.3515e+05 a.u. = 5.688 ps
integrated centre-of-mass shift at that time = 2.5981 bohr
kicked crystal raw V, I: half time (0, 0), face time (9, 9)
largest corrected V or I on the trajectory = 0
cascade: recoil 200.0 hartree = 5.442 keV, atoms 250000
recoil speed = 0.08944 a.u., drift speed = 3.5777e-07 a.u.
cascade onset drift = 1.7050 bohr, time = 4.7657e+06 a.u. = 115.3 ps
cascade face time = 7.2618e+06 a.u. = 175.7 ps
```
